# Exact steady current of hard-core ions driven around a ring

**Question**

I am working on a simple model of ion migration in a narrow channel. There are $N$ sites on a ring and $n$ identical ions, with at most one ion per site. Each ion tries to hop to the next site at rate $p$ and to the previous site at rate $q$; the hop happens if the target site is empty. The rates are the same everywhere.

I am asked to show that the exact steady current is proportional to $n(N-n)/[N(N-1)]$ and that it peaks near half filling. My attempt was this: a site is occupied with probability $\rho=n/N$, the next one is empty with probability $1-\rho$, so the current is $(p-q)\rho(1-\rho)$. That has $N^2$ in the denominator, not $N(N-1)$.

I have three difficulties. Where does the $N-1$ come from? How can I find the steady state at all, given that a driven system is not in equilibrium and I cannot write down a Boltzmann distribution? And does the result mean anything for a real oxide, say for oxygen vacancies in a hafnium oxide filament?

**Answer**

Your estimate treats neighbouring sites as independent. They are not, because the number of ions is fixed. The correlation can be found exactly, since the steady state turns out to be very simple even though it is not an equilibrium state.

**What has to be calculated**

Let $\eta_i=1$ if site $i$ holds an ion and $\eta_i=0$ if it is empty, with site $N+1$ identified with site 1. I take $N\ge 3$, because on two sites the same pair would be joined by two bonds, and $p+q>0$, so that something moves.

An ion crosses the bond from $i$ to $i+1$ forwards at rate $p$ when the pair $(\eta_i,\eta_{i+1})$ is $(1,0)$, and backwards at rate $q$ when the pair is $(0,1)$. The mean net number of crossings per unit time is therefore

$$J_i=p\,\langle\eta_i(1-\eta_{i+1})\rangle-q\,\langle(1-\eta_i)\eta_{i+1}\rangle .$$

The occupation of a site changes by what enters minus what leaves, $d\langle\eta_i\rangle/dt=J_{i-1}-J_i$. In a steady state the left side is zero, so all bonds carry the same current $J$. What we need is the probability of finding an occupied site next to an empty one.

**Equal weights are stationary**

Let $P(C)$ be the probability of a configuration $C$, and $W(C\to C')$ the rate of the hop that turns $C$ into $C'$. Then

$$\frac{dP(C)}{dt}=\sum_{C'}\left[W(C'\to C)P(C')-W(C\to C')P(C)\right].$$

Try the same $P$ for every configuration. The right side vanishes if the total rate of leaving $C$ equals the total rate of entering it.

Take $0<n<N$ and suppose that the ions in $C$ form $m$ unbroken blocks. Going around the ring in the forward direction, each block ends with one pair "10" and begins with one pair "01". There are thus $m$ pairs of each kind.

*Leaving.* Each "10" allows a forward hop at rate $p$, and each "01" allows a backward hop at rate $q$. The total is $pm+qm$.

*Entering.* A forward hop turns "10" into "01". So each "01" in $C$ could have been made by a forward hop from one particular predecessor, at rate $p$. Likewise each "10" in $C$ could have been made by a backward hop, at rate $q$. The total is again $pm+qm$.

The two totals agree for every $C$, so equal weights are stationary. There are $\binom{N}{n}$ ways to place the ions, hence

$$P(C)=\binom{N}{n}^{-1}.$$

For $p\neq q$ this is not equilibrium. For a single hop and its reverse, the flows are $pP$ and $qP$, which then differ. Detailed balance fails, but the sum of all flows into each configuration still balances the sum of all flows out. The ring matters here: on an open chain, the numbers of "10" and "01" pairs can differ by one.

**There is no other steady state**

If hops may be followed in either sense, any configuration can be turned into any other: move the ions one after another until they fill sites $1$ to $n$, and do the same from the other configuration. For $p,q>0$ that already connects everything. For $q=0$ only the forward hops really occur, and one more argument is needed.

Suppose there were a set $S$ of configurations that could never be left. Add up the stationarity condition over all members of $S$. Flows inside $S$ cancel, so with equal weights the total flow into $S$ equals the total flow out of it, which is zero. All weights are positive, so there are then no hops into $S$ either. A set with no hops in or out contradicts the connection just shown, unless $S$ contains everything.

Now let $S$ be all configurations reachable from some starting one. By its definition it cannot be left, so it contains everything. Every configuration can thus be reached from every other, and a finite Markov process with this property has one steady state, which it approaches from any start.

**Counting the pairs**

Fix site $i$ as occupied and site $i+1$ as empty. The other $n-1$ ions are distributed over the other $N-2$ sites, so

$$P(1,0)=\frac{\binom{N-2}{n-1}}{\binom{N}{n}}
=\frac{(N-2)!}{(n-1)!\,(N-n-1)!}\;\frac{n!\,(N-n)!}{N!}.$$

Here $n!/(n-1)!=n$, $(N-n)!/(N-n-1)!=N-n$ and $(N-2)!/N!=1/[N(N-1)]$. The same count applies to the pair $(0,1)$. Therefore

$$P(1,0)=P(0,1)=\frac{n(N-n)}{N(N-1)},$$

$$\boxed{J=(p-q)\,\frac{n(N-n)}{N(N-1)}}$$

The constant of proportionality is $p-q$, and the statement compares different $n$ at fixed $N$, $p$ and $q$. The formula also gives the correct zero for an empty or a full ring.

You can check a small case by hand. For $N=4$, $n=2$ there are six configurations. Four have the ions side by side, with one "10" pair each; two have them on opposite sites, with two "10" pairs each. The mean number of such pairs is $(4\cdot1+2\cdot2)/6=4/3$, or $1/3$ per bond. The formula gives $2\cdot2/(4\cdot3)=1/3$.

**Where your $N-1$ went**

The first site is occupied with probability $n/N$, as you said. But once you know that, the $N-n$ empty sites are all among the remaining $N-1$ sites. The neighbour is empty with probability $(N-n)/(N-1)$, not $(N-n)/N$.

In terms of correlations, the same counting gives $\langle\eta_i\eta_{i+1}\rangle=n(n-1)/[N(N-1)]$, so that

$$\langle\eta_i\eta_{i+1}\rangle-\rho^2
=\frac{n\,[N(n-1)-n(N-1)]}{N^2(N-1)}
=-\frac{n(N-n)}{N^2(N-1)}
=-\frac{\rho(1-\rho)}{N-1}.$$

An ion on one site makes an ion on the next slightly less likely. This raises the current above your estimate by the factor $N/(N-1)$. In the limit of a long ring at fixed $\rho$ the factor tends to one, and your expression becomes correct.

**The peak**

Since $n$ is an integer, compare neighbouring values instead of differentiating:

$$(n+1)(N-n-1)-n(N-n)=N-2n-1,$$

$$J(n+1)-J(n)=(p-q)\,\frac{N-2n-1}{N(N-1)}.$$

Take $p>q$; for $p<q$ the same holds for $|J|$.

- For even $N$, the difference is positive up to $n=N/2-1$ and negative from $n=N/2$ on. The single maximum is at $n=N/2$, with $J/(p-q)=N/[4(N-1)]$.
- For odd $N$, the difference vanishes at $n=(N-1)/2$. The two values $n=(N\pm1)/2$ share the maximum, with $J/(p-q)=(N+1)/(4N)$.

The top is flat. For even $N$ and $n=N/2+k$ we have $n(N-n)=N^2/4-k^2$, so the current is lower than its maximum by the fraction $4k^2/N^2$.

The peak is a compromise between the number of carriers and their speed. Let $a$ be the hop length. The $N$ bonds together see $NJ$ net hops per unit time, shared by $n$ ions, so the drift speed of one ion is

$$v=\frac{NJa}{n}=a(p-q)\,\frac{N-n}{N-1}.$$

It falls linearly as ions are added. A single ion moves at the free speed $a(p-q)$ and gives $J=(p-q)/N$. With a single empty site, $n=N-1$, the current is the same: the empty site now travels backwards at the free speed, while each ion mostly waits.

**Putting in numbers for hafnium oxide**

For thermally activated hops with the barrier top halfway between the sites, a field $F$ lowers the forward barrier and raises the backward one by half the work per hop, to leading order in the field. In atomic units, for charge number $z$, barrier $E_b$ and attempt frequency $\nu$,

$$p=\nu e^{-(E_b-zFa/2)/k_BT},\qquad q=\nu e^{-(E_b+zFa/2)/k_BT},\qquad I=zJ,$$

where $I$ is the electric current. Subtracting the two rates gives $p-q=2\nu e^{-E_b/k_BT}\sinh(zFa/2k_BT)$, which is linear in $F$ when $zFa\ll 2k_BT$.

A static field cannot point forwards all the way around a closed loop, since its circulation is zero. The ring is a periodic stand-in for a stretch of a long channel in a uniform field, with the number of ions in the stretch held fixed. In a real stretch that number fluctuates as ions enter and leave. For blocking alone in a very long channel with equal rates, filled evenly to $\rho$, the current is your expression $(p-q)\rho(1-\rho)$; the factor $N/(N-1)$ belongs to the closed ring. If slow entry and exit at the ends split the channel into a sparse and a dense part, the mean filling no longer fixes the current.

I treat oxygen vacancies as mobile ions with $z=2$ and use rough values for a hot, non-metallic gap in a filament: $a=0.3$ nm, $E_b=1.0$ eV, $\nu=10^{13}$ s$^{-1}$, $T=600$ K and $F=2$ MV/cm. With $N=20$ the ring is 6 nm long.

The field is 0.2 V/nm, so the work per hop is $2\times0.2\times0.3=0.12$ eV. With $k_BT=0.0517$ eV,

$$p=10^{13}\,e^{-0.94/0.0517}\ \mathrm{s^{-1}}=1.27\times10^5\ \mathrm{s^{-1}},$$

$$q=10^{13}\,e^{-1.06/0.0517}\ \mathrm{s^{-1}}=1.25\times10^4\ \mathrm{s^{-1}},$$

and $p-q=1.147\times10^5$ s$^{-1}$. Half the work per hop exceeds $k_BT$, so the linear-field form would not be accurate here. At half filling,

$$J=1.147\times10^5\times\frac{10\cdot10}{20\cdot19}\ \mathrm{s^{-1}}=3.02\times10^4\ \mathrm{s^{-1}},$$

which is $7.3\times10^{-13}$ in atomic units. The electric current is $2eJ=9.7\times10^{-15}$ A. With the rates and ring length held fixed, other fillings give:

| $n$ | $J/(p-q)$ | $v$ (nm/s) |
|---|---|---|
| 1 | 0.050 | $3.4\times10^4$ |
| 5 | 0.197 | $2.7\times10^4$ |
| 10 | 0.263 | $1.8\times10^4$ |
| 15 | 0.197 | $9.1\times10^3$ |
| 19 | 0.050 | $1.8\times10^3$ |

One ion more or fewer than 10 costs 1% of the current, as $4k^2/N^2$ says. For this closed ring, your uncorrelated estimate would be 5% below the exact value.

I also simulated this ring at $n=10$, starting from a single block of ions. After discarding 100,000 attempted hops, I counted the net hops in the next two million. The result was $J=3.017\times10^4$ s$^{-1}$, which agrees with the formula and is clearly distinct from the uncorrelated estimate. So close an agreement is partly luck in a random simulation.

**Does it describe a real filament?**

Not quantitatively. The model contains site blocking and nothing else, while charged vacancies also repel each other. With a rough relative permittivity of 25, two vacancies on neighbouring sites repel with 0.77 eV, or 15 $k_BT$. A macroscopic permittivity is only a crude guide at a distance of 0.3 nm; if the oxide screens less well there, the repulsion is larger. Vacancies that hold electrons would carry less charge than $z=2$, which would weaken both this repulsion and the pull of the field. I keep $z=2$ here. Metallic electrons would also screen the repulsion. For a free-electron gas of $10^{22}$ cm$^{-3}$, a high density chosen to favour screening, the Thomas–Fermi length with the same permittivity is 0.40 nm. The neighbour repulsion is then still 0.36 eV, or 7 $k_BT$. This case only shows how much strong screening would change. A metal of that density would hardly sustain the field of 2 MV/cm assumed here: unless its electrons had a very low mobility, their current would overheat it.

To see what this does, I solved the master equation numerically on a ring of 10 sites, with the same $p$ and $q$. All pairs repel according to their shorter distance along the ring, and each hop rate is multiplied by $e^{-\Delta E/2k_BT}$, where $\Delta E$ is the change in repulsion energy. This factor is a modelling choice; other rules would give other currents. The values of $J/(p-q)$ are:

| $n$ | blocking only | screened | bare |
|---|---|---|---|
| 1 | 0.100 | 0.100 | 0.100 |
| 2 | 0.178 | 0.186 | 0.175 |
| 3 | 0.233 | 0.232 | 0.222 |
| 4 | 0.267 | 0.209 | 0.181 |
| 5 | 0.278 | 0.134 | 0.073 |

The values for $n=6$ to 9 mirror those for $n=4$ to 1. With either repulsion, half filling is no longer the peak but a local minimum, and the largest currents are at $n=3$ and $n=7$. At $n=5$ the current falls to about one half (screened) or one quarter (bare) of the blocking value. Up to three ions on ten sites, the blocking formula stays within about 5% with this hop rule. That closeness is not a general range of validity: another rule with the same repulsion can give a clearly lower current already at $n=3$. The factor $\min(1,e^{-\Delta E/k_BT})$, for example, gives 0.169 (screened) and 0.145 (bare) there. The bare values also depend on how the long Coulomb tail is cut: summing over all periodic repeats of the ring instead of using the shorter distance moves the value at $n=5$ from 0.073 to 0.060, and the value at $n=3$ from 0.222 to 0.219, which is 6% below the blocking value.

With this hop rule, repulsion does not always lower the current. For a neighbour repulsion of just 0.1 $k_BT$ and none at larger distances, the value at $n=5$ rises from 0.278 to 0.284, and the peak stays there. Another hop rule can turn this small rise into a small fall.

Unequal barriers matter too. I drew random barriers for the ten bonds from a normal distribution with a standard deviation of 0.1 eV, shifted them so that the mean barrier of each ring stayed at 1.0 eV, and left out the repulsion. Over 20 such rings with $n=5$, the current averaged 0.19 of the uniform value, and ranged from 0.005 to 0.5 of it. With so few rings the average is uncertain by about 0.04, and a larger sample contains rings outside this range. An amorphous oxide does not have identical bonds, so this assumption fails too.

Other omissions act mainly on the rates. A temperature 50 K higher multiplies $J$ by 4.0, which makes self-heating important for the size of the current. With blocking alone, the dependence on $n$ is unchanged if the temperature is uniform along the ring and the same for every $n$; self-heating that varies with the number of vacancies would change it. A temperature that varies along the ring makes the bonds unequal. In this model that leaves the shape $n(N-n)$ intact in a weak field, but at 2 MV/cm it flattens it: on ten sites with a cosine variation of $\pm50$ K, $J(1)/J(5)$ rises from 0.36 to 0.58. The leading tunnelling correction, $(h\nu/k_BT)^2/24$ if the barrier top has the same frequency $\nu$, raises the rates by about 3%. The field is 0.4 of 5 MV/cm, a rough breakdown field for the intact oxide. A hot region rich in vacancies may break down at a lower field.

Finally, the ring conserves the number of ions and has no electrodes. It cannot describe vacancies being created or annihilated, or a filament forming and breaking. It also hides the net field of the vacancies themselves. With a permittivity of 25 and no compensating charge, ten vacancies spaced 0.6 nm apart in an open stretch would give about 5 MV/cm at 0.6 nm beyond the last one, more than the applied field. Use the formula as the exact result for blocking alone on a uniform closed ring, and as a reference against which the effects of repulsion and disorder can be measured.
